Critical nuclear charge of the Brown-Ravenhall operator, derived in two ways

An electron bound to a point nucleus of charge Z reaches momenta far above c when it comes close to the nucleus. There its kinetic energy no longer grows as p²/2 but as cp, while a wave packet of size 1/p gains potential energy of order Zp. Both energies are then linear in p, so their ratio no longer changes as the packet shrinks, and which of them wins depends on the pure number γ = Z/c. The question is sharp for the Brown-Ravenhall operator, the Dirac-Coulomb operator restricted to free positive-energy states, because it has no negative continuum and is meant to be minimized. With γ_c = 2/(π/2 + 2/π), it is bounded below for γ ≤ γ_c and unbounded below for γ > γ_c. Units are Hartree atomic units, the nucleus is a fixed point charge with V = −Z/r, and there is one electron.

**The operator in one angular channel**

The free Dirac matrix is D₀ = cα·p + βc², with σ in the off-diagonal blocks of α and β = diag(1, −1). For a spinor (χ; η) with eigenvalue E = c√(p² + c²), the lower row cσ·p χ − c²η = Eη gives η = Rσ·p̂ χ with R = cp/(E + c²). Since (σ·p̂)² = 1 and c²p² = (E − c²)(E + c²), R² = (E − c²)/(E + c²). The normalized 4×2 matrix of solutions is U(p) = A(1; Rσ·p̂) with A²(1 + R²) = 1, so

A² = (E + c²)/2E,  A²R² = (E − c²)/2E,  A² + A²R² = 1.

A positive-energy state is Ψ(p) = U(p)ψ(p) with a two-component ψ of the same norm. On ψ the operator is b = E + U†VU, which is the upper block after the free-particle Foldy-Wouthuysen transformation, that is, the first-order Douglas-Kroll-Hess operator (DKH1), rest energy included.

The Coulomb kernel follows from ∫d³r e^(−iq·r) e^(−μr)/r = (4π/q)∫₀^∞ e^(−μr) sin(qr) dr = 4π/(q² + μ²) at μ → 0. A product in position space is (2π)^(−3) times a convolution, so V has the kernel −Z/(2π²|p − p′|²), and

⟨b⟩ = ∫E|ψ|² d³p − (Z/2π²)∬ ψ†(p) AA′[1 + RR′ σ·p̂ σ·p̂′] ψ(p′)/|p − p′|² d³p d³p′.

Primes mark functions of p′. Put ψ = a(p)Ω_ljm(p̂)/p with a normalized spin-angular function, so that ∫|a|²dp = 1. The operator σ·p̂ commutes with J, reverses parity and squares to one. It therefore maps Ω_ljm to a constant phase times Ω_l′jm with l′ = 2j − l, and the phase cancels between bra and ket. V conserves l, j and m in the upper and in the lower component, so channels do not mix. Write |p − p′|² = 2pp′(z − t) with z = (p/p′ + p′/p)/2 ≥ 1 and t = p̂·p̂′. The Legendre expansion in t is

1/(z − t) = Σ_l (2l+1) Q_l(z) P_l(t),  Q_l(z) = ½∫₋₁¹ P_l(t) dt/(z − t).

The addition theorem P_l(t) = [4π/(2l+1)] Σ_m Y_lm(p̂)Y*_lm(p̂′) turns the two angular integrals into 4πQ_l(z). The prefactor is (Z/2π²)·p²p′²·(1/pp′)·(1/2pp′)·4π = Z/π, so

⟨b⟩ = ∫E|a|²dp − (Z/π)∬ a*(p) AA′[Q_l(z) + RR′Q_l′(z)] a(p′) dp dp′.

This kernel was tested against angular quadrature with numerically built Dirac projectors in four channels. The first term is the attraction felt by the large component, the second that felt by the small component. For s₁/₂ the pair (l, l′) is (0, 1), so the "s-wave kernel" contains Q₁ as well as Q₀.

For p ≫ c one has E → cp, A² → ½, R → 1. With x = ln p, a = f(x)/p and dp = p dx, one finds z = cosh(x − x′) and the massless form

q[f] = c∫|f|²dx − (Z/2π)∬ f*(x)[Q_l + Q_l′](cosh(x − x′)) f(x′) dx dx′.

It is symmetric in l and l′, so s₁/₂ and p₁/₂ share it. The rescaling a(p) → λ^(−1/2)a(p/λ) keeps the norm, shifts f by ln λ and multiplies it by λ^(1/2), hence multiplies q by λ. The massless operator is therefore either non-negative or unbounded below, and γ_c is the largest γ with q ≥ 0.

Both derivations need the sign and the ordering of the Q_l. Insert the Rodrigues formula P_l = (2^l l!)^(−1) d^l(t² − 1)^l/dt^l and integrate by parts l times. The boundary terms vanish, the factor (−1)^l turns (t² − 1)^l into (1 − t²)^l, and d^l(z − t)^(−1)/dt^l = l!(z − t)^(−l−1):

Q_l(z) = 2^(−l−1)∫₋₁¹ (1 − t²)^l (z − t)^(−l−1) dt > 0.

The integrand for l + 1 is that for l times (1 − t²)/[2(z − t)], which is at most (1 + t)/2 ≤ 1 because z − t ≥ 1 − t. Hence 0 < Q_(l+1) < Q_l.

**First derivation: Mellin transform**

The potential term of q is a convolution in x. Define f̂(s) = ∫f e^(−isx)dx = ∫₀^∞ a(p) p^(−is) dp, the Mellin transform of a. Parseval's relation and the convolution theorem give

q = c∫(ds/2π)|f̂(s)|²[1 − γΦ(s)],
Φ(s) = [V_l(s) + V_l′(s)]/2π,  V_l(s) = ∫Q_l(cosh y) e^(isy) dy.

Since Q_l is integrable, Φ is continuous. If γΦ ≤ 1 everywhere, q ≥ 0. If γΦ > 1 at some s, it is so on an interval, and an f̂ supported there makes q negative. Such an f does not have a finite norm ∫|a|²dp = ∫e^(−x)|f|²dx, but Φ is bounded, so q is continuous with respect to ∫|f|²dx; cutting f off at large enough |x| keeps q negative and gives a normalizable state. Thus 1/γ_c = sup Φ over s and over channels.

For j = ½ the symbols have closed forms. With τ = e^(−|y|), (z + 1)/(z − 1) = [(1 + τ)/(1 − τ)]², and direct integration of the definition gives

Q₀ = ½ ln[(z+1)/(z−1)] = ln[(1+τ)/(1−τ)] = 2Σ_(k≥0) τ^(2k+1)/(2k+1).

Writing t = z − (z − t) in the numerator gives Q₁ = zQ₀ − 1 with z = (τ + 1/τ)/2. The constant term cancels, and τ^(2k) collects 1/(2k−1) + 1/(2k+1):

Q₁ = Σ_(k≥1) 4k τ^(2k)/(4k² − 1).

All terms are positive and the sums are integrable, so the transform may be taken term by term with ∫e^(−n|y|)e^(isy)dy = 2n/(n² + s²):

V₀ = 4Σ_(k≥0) 1/[(2k+1)² + s²],  V₁ = Σ_(k≥1) 16k²/[(4k² − 1)(4k² + s²)].

The pole expansion of the hyperbolic cotangent, Σ_(n≥1) 1/(n² + s²) = π coth(πs)/2s − 1/2s², applied at s/2 and divided by 4, gives the sum over even n:

Σ_(k≥1) 1/(4k² + s²) = π coth(πs/2)/4s − 1/2s².

The odd sum is the difference, (π/4s)[2 coth(πs) − coth(πs/2)], and 2 coth 2u = coth u + tanh u reduces it to (π/4s) tanh(πs/2). For V₁, each term equals [4/(1 + s²)][1/(4k² − 1) + s²/(4k² + s²)], because the common numerator (4k² + s²) + s²(4k² − 1) is 4k²(1 + s²). The first sum telescopes, Σ ½[1/(2k−1) − 1/(2k+1)] = ½, and cancels the −½ of the second. The results are

V₀(s) = π tanh(πs/2)/s,  V₁(s) = πs coth(πs/2)/(1 + s²).

Both were tested against quadrature of the Q_l. With tanh u/u = 1 − u²/3 + … and u coth u = 1 + u²/3 + …, u = πs/2,

V₀ = (π²/2)(1 − π²s²/12 + …),  V₁ = 2(1 + π²s²/12 − s² + …),
Φ(s) = Φ(0) − b₂s² + …,  Φ(0) = π/4 + 1/π,  b₂ = (π⁴/24 − π²/6 + 2)/2π.

Positivity of Q_l gives |V_l(s)| ≤ V_l(0), so each channel peaks at s = 0. The ordering makes V_l(0) decrease with l, so among the pairs (j − ½, j + ½) the largest sum is that of j = ½. Therefore

γ_c = 1/(π/4 + 1/π) = 2/(π/2 + 2/π).

**Second derivation: a sum of squares and one angle integral**

Let V_l(0) now mean just the number ∫Q_l(cosh y)dy. Expand |f(x) − f(x′)|² = |f|² + |f′|² − 2Re f*f′, where f′ = f(x′), multiply by ½Q_l(cosh(x − x′)) and integrate. Each of the first two terms gives ½V_l(0)∫|f|², and the kernel is real and symmetric, so

∬f*Q_l f′ = V_l(0)∫|f|²dx − ½∬Q_l|f(x) − f(x′)|² dx dx′.   (I)

As Q_l > 0 the last term is non-positive, and in the original variable

∬φ*Q_lφ′ dp dp′ ≤ V_l(0)∫p|φ|²dp   (II)

for any radial φ. This is the statement ⟨1/r⟩ ≤ [V_l(0)/π]⟨|p|⟩ for functions of orbital momentum l.

The constant needs no Legendre function of the second kind. With u = p′/p, dy = du/u and 1/(z − t) = 2u/(u² − 2ut + 1). Exchange the two integrals, which converge absolutely, and set t = cos θ:

∫₀^∞ du/(u² − 2u cos θ + 1) = (1/sin θ)[arctan((u − cos θ)/sin θ)]₀^∞ = (π − θ)/sin θ,

because the lower limit is −arctan(cot θ) = −(π/2 − θ). The factors ½ and 2 cancel, and dt = sin θ dθ removes the denominator:

V_l(0) = ∫₀^π P_l(cos θ)(π − θ) dθ.

Integration by parts gives ∫₀^π cos(nθ)(π − θ)dθ = (1/n)∫₀^π sin(nθ)dθ, which is 2/n² for odd n and zero for even n ≥ 2. So V₀(0) = π²/2 and V₁(0) = 2. From P₂ = (1 + 3cos 2θ)/4 follows V₂(0) = π²/8, and from P₃ = (3cos θ + 5cos 3θ)/8 follows V₃(0) = (6 + 10/9)/8 = 8/9. Quadrature of Q_l gives 4.934802, 2.000000, 1.233701 and 0.888889. For l = 0, (II) is Kato's inequality ⟨1/r⟩ ≤ (π/2)⟨|p|⟩, and for l = 1 the constant is 2/π. In the massless limit the two components carry half the weight each, and 1/γ_c is the mean of π/2 and 2/π.

Inserting (I) into q for j = ½,

q = c(1 − γ/γ_c)∫|f|²dx + (Z/4π)∬(Q₀ + Q₁)|f(x) − f(x′)|² dx dx′.

For γ ≤ γ_c both terms are non-negative, and channels with higher j have a smaller V_l(0) + V_l′(0) by the ordering. It remains to show that for γ > γ_c the second term can be made small against the first. From f(x + y) − f(x) = y∫₀¹ (df/dx)(x + vy)dv and the Cauchy-Schwarz inequality, ∫|f(x + y) − f(x)|²dx ≤ y²∫|df/dx|²dx. The second term is then at most Zb₂∫|df/dx|², where b₂ = (1/4π)∫(Q₀ + Q₁)y²dy. This integral is finite, since Q₀ has a logarithmic singularity at y = 0 and decays as e^(−|y|); it is the curvature −½Φ″(0) of the first derivation, but here finiteness suffices. For f = exp(−x²/4w²), df/dx = −xf/2w² and the mean of x² in f² is w², so ∫|df/dx|² = ∫|f|²/4w², and

q/(c∫|f|²) ≤ 1 − γ/γ_c + γb₂/4w².

For γ > γ_c this is negative at large w. The limit f = const, that is a ∝ 1/p, annuls the square term; it is not normalizable, and at γ_c the massless form is positive on every normalizable state of the j = ½ channels.

**Restoring the mass**

Lower bound. In s₁/₂ apply (II) to φ = Aa with l = 0 and to φ = ARa with l = 1, writing V₀, V₁ for the values at zero. The attraction is at most (Z/π)∫p|a|²[V₀A² + V₁A²R²]dp, and

V₀A² + V₁A²R² = (V₀ + V₁)/2 + (V₀ − V₁)c²/2E.

With (V₀ + V₁)/2π = 1/γ_c and (V₀ − V₁)/2π = π/4 − 1/π,

⟨b⟩ ≥ ∫|a|²[E − (γ/γ_c)cp − γc²(cp/E)(π/4 − 1/π)]dp ≥ −γc²(π/4 − 1/π)

for γ ≤ γ_c, because E > cp. In p₁/₂ the bracket is V₁A² + V₀A²R², smaller by (V₀ − V₁)(A² − A²R²) = (V₀ − V₁)c²/E. For j ≥ 3/2 both constants are at most V₁ and A² + A²R² = 1, so the bracket is at most V₁, which is below the s₁/₂ bracket. The bound holds in all channels, at γ_c included.

Collapse. Take γ > γ_c and the Gaussian a with q < 0, normalized and rescaled by λ. Changing variables p → λp,

⟨b⟩_λ/λ = ∫[E(λp)/λ]|a|²dp − (Z/π)∬ a AA′[Q₀ + RR′Q₁]a′ dp dp′,

with A and R taken at λp and λp′. For λ ≥ 1 the integrands are dominated by (cp + c²)|a|² and |a||a′|(Q₀ + Q₁), both integrable, the second by (II). They tend pointwise to the massless integrands, so ⟨b⟩_λ/λ → k < 0 and b is unbounded below. The norm is ∫e^(−x)f²dx = e^(w²/2)∫f²dx on completing the square, so k = c e^(−w²/2)⟨1 − γΦ⟩, averaged over |f̂|² ∝ exp(−2w²s²).

The collapse needs the 1/r singularity. For an extended nucleus V is bounded, U is an isometry, and b ≥ c² − max|V| for any Z.

**What happens on either side of γ_c**

At momenta where cp is much larger than both c² and the magnitude of the eigenvalue, the eigenvalue equation reduces at leading order to the massless equation at zero energy, solved by f = e^(isx) with γΦ(s) = 1. For γ < γ_c there is no real root. On the imaginary axis Φ(iσ) is the integral of a positive kernel times cosh σy, so it rises from Φ(0), and continuation of the closed forms gives

Φ(iσ) = ½[tan(πσ/2)/σ + σ cot(πσ/2)/(1 − σ²)],

which diverges at σ = 1. There is one root σ in (0, 1). Finite ⟨|p|⟩ = ∫|f|²dx selects f ~ p^(−σ), so ψ(p) ~ p^(−2−σ) and, by scaling of the three-dimensional Fourier transform, ψ(r) ~ r^(σ−1). For weak coupling σ → 1, tan(πσ/2) ≈ 2/[π(1 − σ)] dominates while the cotangent term stays finite, and 1 − σ ≈ γ/π. The singularity is of first order in γ, whereas the Dirac exponent √(1 − γ²) departs from one as γ²/2. Near γ_c, σ² ≈ (1/γ − 1/γ_c)/b₂. A cutoff Λ must admix the solution p^(+σ) so that it matches p^(−σ) in size at Λ, with relative amplitude Λ^(−2σ), and to leading order the energy shifts in proportion.

At γ_c the roots ±iσ meet, and above it they are real, ±s₀. On an interval of length L in ln p the kernel has standing waves with s_n[L + d(s_n)] = nπ, where d is an edge correction, and eigenvalues Φ(s_n). A new negative direction of q appears when s_n falls to s₀. The correction d is the same at each onset, so onsets are spaced by π/s₀. With a cutoff Λ the deepest level is proportional to −Λ by the scaling law, once it lies far below −c². These two standing-wave and cutoff arguments are asymptotic, and each is tested below.

**Numbers**

The computed values are listed in the numerical output that follows; the remaining ones are obtained from them by simple arithmetic. The constants are

Φ(0) = (4.934802 + 2)/2π = 1.103708,  γ_c = 1/1.103708 = 0.906037,
Z_c = 137.035999 × 0.906037 = 124.16.

The last integer charge with a lower bound is 124. An independent test diagonalizes the massless kernel in a basis of cells in ln p. Being variational, its top eigenvalue stays below Φ(0): 1.099748 at L = 40 and 1.103239 at L = 120. The deficit at L = 120 is 0.000469, against the standing-wave estimate b₂π²/L² = 0.702475π²/14400 = 0.00048 with d neglected. Extrapolation in 1/L gives 1.103708 and Z_c = 124.1596. The next channels, j = 3/2, become critical at γ = 2π/(2 + 1.233701) = 1.9430.

All charges below are values of the point-nucleus model. For Z = 80, γ = 0.583788. Momentum grids with 40 and 80 cells per decade give −3685.588 and −3686.232 Eh for b − c². Removing an error quadratic in the cell width,

(4 × (−3686.232) + 3685.588)/3 = −3686.45 Eh = −100.313 keV.

Real-space DKH1 in 43 Gaussian s functions gives −3686.45 Eh as well. The Dirac point-nucleus level c²[√(1 − γ²) − 1] is −3532.19 Eh = −96.116 keV; both models leave out nuclear size, recoil and QED. The Brown-Ravenhall level lies 154.26 Eh lower, 4.4% of the Dirac binding energy. The sign follows from eliminating the negative-energy block. That block, D₋₋, lies below −c² because V is attractive. A Dirac level ε > −c² solves [b + W†(ε − D₋₋)^(−1)W]ψ = εψ, with W the coupling of the blocks by V. The added term is non-negative, so ε ≥ inf b. The exponent is σ = 0.6887 from the root and 0.6887 from the slope of the computed f(p), against 0.8119 for Dirac.

For Z = 120, γ = 0.875682 and σ = 0.2277; the quadratic estimate 0.2334 is 2.5% above the root. The levels at cutoffs 10⁹, 10¹⁰, 10¹¹ a.u. are −12152.24, −12155.76, −12156.99 Eh for b − c² at 40 cells per decade. The finite cell width leaves each about 2.0 Eh too high; the shift is the same for all three and drops out of the differences. The steps 3.52 and 1.23 Eh shrink by a factor whose decimal logarithm is 0.4553 before rounding, against 2σ = 0.4554.

At Z = Z_c the bound is −0.4232c² = −7947.2 Eh. The lowest grid value of b is 3825.0, 3312.7, 3025.0 Eh at cutoffs 10⁷, 10⁹, 10¹¹ a.u., each about 2.5 Eh too high from the finite cell width. These respect the bound and are positive, but they still fall, as σ = 0 removes the power-law convergence. They do not fix the limit, and the bound is not the ground-state energy.

On L = 34.54 the massless form has no negative direction for Z = 124 (σ = 0.0449) and one for Z = 125 (s₀ = 0.1033, π/s₀ = 30.42). For Z = 125 the standing-wave estimate puts the first negative direction at L ≈ π/s₀ − d, which with d ≈ 1.8 (the value found for Z = 130 below) is L ≈ 28.6, a momentum range of about 3×10¹². Since s₀² ≈ (1/γ_c − 1/γ)/b₂ near γ_c, the range needed grows without limit as Z approaches Z_c from above.

For Z = 130, γ = 0.948656, s₀ = 0.2748 and π/s₀ = 11.433, a factor 9.233×10⁴ in momentum. The onsets lie at L = 9.67 and 21.13, spaced by 11.46, which agrees within the cell resolution; they imply d ≈ 11.43 − 9.67 ≈ 1.8. The s₁/₂ level is −9.8157×10⁶, −9.7903×10⁷, −9.7878×10⁸ Eh at cutoffs 10¹⁰, 10¹¹, 10¹² a.u., with last ratio 9.9974. At this cell width the levels, the p₁/₂ level included, are about 0.2% too shallow (about −9.81×10⁸ Eh at 10¹² for fine cells); the ratio does not change. The p₁/₂ level at 10¹² is −9.7876×10⁸ Eh, so both j = ½ channels collapse together. For the trial function with w = 3 the Mellin average is ⟨Φ⟩ = 1.085528, above the estimate of the second derivation, 1.103708 − 0.702475/36 = 1.084195, as that inequality requires. Then

1 − 0.948656 × 1.085528 = −0.029793,
k = 137.036 × e^(−4.5) × (−0.029793) = −0.04535 Eh per a.u. of momentum.

The massive expectation values of b − c² divided by λ = 10⁶, 10⁸, 10¹⁰ are −0.06034, −0.04559, −0.04532. Each carries a cell-width error of about +0.00004, and the last is within 0.1% of k. The departures from linearity, about −1.5×10⁴ Eh at 10⁶ and −2.7×10⁴ Eh at 10⁸ relative to the last slope, are of the size of c² = 18778.865 Eh.

**What each derivation assumes**

Both rest on the channel reduction, on scale invariance of the massless form and on 0 < Q_(l+1) < Q_l, and both need the separate step that restores the mass. They use these facts differently.

The Mellin derivation uses scale invariance fully. It diagonalizes the form, and the criterion γ sup Φ ≤ 1 is necessary and sufficient whatever the sign of the kernel. Positivity enters afterwards, to place the supremum at s = 0 and j = ½ without computing every V_l(s). The price is the explicit symbol, and the return is everything that depends on s: the exponent σ, the cutoff law and the spacing π/s₀.

The second derivation uses scale invariance twice, to make ∫Q_l dp′/p′ independent of p and to spread the trial function, and it cannot do without positivity, which gives the square term its sign. It yields γ_c, the estimate of ⟨Φ⟩ and inequality (II), on which the massive bound is built, but not the roots of γΦ = 1.

The role of positivity shows when the second method is applied in three dimensions without partial waves. Use |ψ||ψ′| ≤ ½(|ψ|²p²/p′² + |ψ′|²p′²/p²) and a non-negative majorant g(θ) of the massless spin factor. The same radial integral gives

(Z/2π²)∫d³p′ (p²/p′²) g/|p − p′|² = (Zp/π)∫₀^π g(θ)(π − θ)dθ.

In spin-free DKH1 one drops the last term of σ·p̂ σ·p̂′ = t + iσ·(p̂ × p̂′). The factor is g = (1 + cos θ)/2 ≥ 0 itself, and the result is Zp(π²/2 + 2)/2π = Zp/γ_c for all l at once. It is sharp: the recurrence (2l+1)tP_l = (l+1)P_(l+1) + lP_(l−1) makes the second kernel [(l+1)Q_(l+1) + lQ_(l−1)]/(2l+1), which is Q₁ for l = 0, so the spin-free s channel coincides with s₁/₂, mass included. This is also why scalar Gaussian s functions test the Z = 80 level. The spin-free l = 1 channel turns critical at 2π/[2 + (2 × 1.233701 + 4.934802)/3] = 1.4065, so the degeneracy of s₁/₂ with p₁/₂ is a spin-orbit effect that the scalar scheme lacks.

With spin, the factor ½[1 + cos θ + iσ·(p̂ × p̂′)] is a matrix with eigenvalues ½(1 + cos θ ± i sin θ), of modulus cos(θ/2). As majorant this gives ∫₀^π cos(θ/2)(π − θ)dθ = ∫₀^π 2 sin(θ/2)dθ = 4, hence an attraction of at most 4Zp/π and stability for γ ≤ π/4. That is true but below γ_c, since taking the modulus discards the phase. The sharp constant of the two-component operator is recovered after the partial-wave reduction, where each kernel Q_l is positive.

Calculated quantities

```
c = 137.035999 a.u.; c^2 = 18778.865 Eh
V_l(0), l=0..3 (quadrature): 4.934802 2.000000 1.233701 0.888889
Phi(0) = 1.103708; curvature b2 = 0.702475
gamma_c = 0.906037; Z_c = 124.1596
critical gamma: j=3/2 1.9430; spin-free l=1 1.4065
top kernel eigenvalue: L=40 1.099748, L=120 1.103239, L->inf 1.103708
Z_c from extrapolated eigenvalue = 124.1596
Z=80: gamma = 0.583788
Z=80 level b-c^2, grids 40, 80 per decade: -3685.588, -3686.232 Eh
Z=80 extrapolated: -3686.45 Eh = -100.313 keV
Z=80 Gaussian DKH1 (43 s): -3686.45 Eh
Z=80 Dirac point nucleus: -3532.19 Eh = -96.116 keV
Z=80 BR minus Dirac: -154.26 Eh
Z=80 sigma: root 0.6887, fitted 0.6887, Dirac 0.8119
Z=120: gamma = 0.875682, sigma = 0.2277, quadratic estimate 0.2334
Z=120 level, cutoff 1e9,1e10,1e11 a.u.: -12152.24 -12155.76 -12156.99 Eh
Z=120 cutoff exponent 0.4553, 2 sigma = 0.4554
Z=Z_c bound on b: -7947.2 Eh = -0.4232 c^2
Z=Z_c lowest b, cutoff 1e7,1e9,1e11 a.u.: 3825.0 3312.7 3025.0 Eh
negative directions on L=34.54: Z=124: 0, Z=125: 1
Z=124 sigma = 0.0449; Z=125 s0 = 0.1033, pi/s0 = 30.42
Z=130: gamma = 0.948656, s0 = 0.2748, pi/s0 = 11.433, exp(pi/s0) = 9.233e+04
Z=130 onsets L1 = 9.67, L2 = 21.13, spacing 11.46
Z=130 s1/2 level, cutoff 1e10,1e11,1e12: -9.8157e+06 -9.7903e+07 -9.7878e+08 Eh
Z=130 last ratio 9.9974; p1/2 level at 1e12: -9.7876e+08 Eh
trial w = 3: <Phi> = 1.085528, <1-gamma Phi> = -0.029793
trial slope k (Mellin) = -0.04535 Eh per a.u. of momentum
trial <b-c^2>, lambda 1e6,1e8,1e10 a.u.: -6.0342e+04 -4.5590e+06 -4.5322e+08 Eh
```
